# Choosing equilibrium or explicit vacancies in an interdiffusion calculation

## Definitions and the setting

A crystal of A and B atoms has site fractions $c_A$, $c_B$ and $c_V$, the last for vacancies, with

$$c_A+c_B+c_V=1 .$$

All sites have the same volume. Transport is along $x$. A flux $J_i$ is the volume of sites carrying species $i$ through unit area per unit time, so it has the unit of a velocity; it is positive towards $+x$ and is measured relative to the lattice planes. Subscripts $x$, $m$ and $t$ on fields denote derivatives.

The setting discussed here is the treatment of vacancies in a diffusion calculation. One choice fixes $c_V$ at its equilibrium value $c_e$ and solves for composition alone. The other keeps $c_V$ as an unknown with a finite sink time $\tau$. This is not a setting of the electronic-structure calculation itself. Such a calculation can supply vacancy formation energies and jump barriers, from which $c_e$ and the jump rates are estimated; $\tau$ depends on the microstructure and must come from elsewhere.

The model is an ideal alloy with uncorrelated jumps, treated in mean field. Sinks and sources create vacancies, together with their lattice sites, at the rate per site

$$g=-\frac{c_V-c_e}{\tau}.$$

Here $\tau$ and $c_e$ are uniform, the specimen is closed, and $c_V=c_e$ at the start. No voids form.

## From atomic jumps to two equations

Let neighbouring planes be a distance $a$ apart, and let $\Gamma_i$ be the rate at which an atom $i$ exchanges with a vacancy on the next plane. The difference between forward and backward jumps is

$$J_i=a\Gamma_i\,[c_i(x)c_V(x+a)-c_i(x+a)c_V(x)].$$

To first order in $a$, the products $c_ic_V$ cancel. With $d_i=a^2\Gamma_i$,

$$J_i=-d_i\,(c_V\partial_xc_i-c_i\partial_xc_V).$$

Each jump exchanges one atom and one vacancy, hence $J_V=-J_A-J_B$.

If the lattice moves at velocity $v$ in the laboratory, the balances are

$$\partial_tc_i+\partial_x(J_i+c_iv)=0\quad(i=A,B),$$
$$\partial_tc_V+\partial_x(J_V+c_Vv)=g .$$

Adding all three removes the time derivatives and the $J$ terms, leaving $\partial_xv=g$. Planes move because sites are created in one place and removed in another.

The velocity can be eliminated by counting atoms instead of distance. Let $m$ be the volume of atom-filled sites to the left of a point, per unit cross-sectional area, and define

$$X=\frac{c_A}{1-c_V},\qquad y=\frac{c_V}{1-c_V}.$$

Thus $X$ is the atomic fraction of A and $y$ the number of vacancies per atom. The total atom flux in the laboratory is $N=(1-c_V)v-J_V$, so $\partial_xm=1-c_V$ and $\partial_tm=-N$.

Take any balance $\partial_tq+\partial_xF=s$ and write $q=ru$, with $r=1-c_V$. Atom conservation gives $\partial_tr=-\partial_xN$. The chain rule gives $\partial_x=r\partial_m$ and $\partial_tu|_x=\partial_tu|_m-N\partial_mu$. Therefore

$$r\,\partial_tu|_m-rN\partial_mu-ru\,\partial_mN+r\,\partial_mF=s,$$

and division by $r$ yields

$$\partial_tu|_m+\partial_m(F-uN)=s/r .$$

For A, $F-XN=J_A+c_Av-c_Av+XJ_V=J_A+XJ_V$. For vacancies, $F-yN=J_V+c_Vv-c_Vv+yJ_V=(1+y)J_V$. With $y_e=c_e/(1-c_e)$,

$$c_V-c_e=\frac{y}{1+y}-\frac{y_e}{1+y_e}=\frac{y-y_e}{(1+y)(1+y_e)} .$$

Since $1/r=1+y$, the factor $1+y$ cancels in the source, and the equations to solve are

$$X_t=-\partial_m(J_A+XJ_V),$$
$$y_t=-\partial_m[(1+y)J_V]-\frac{y-y_e}{(1+y_e)\tau}.$$

The fluxes follow from $c_A=X/(1+y)$, $c_V=y/(1+y)$ and $\partial_x=(1+y)^{-1}\partial_m$:

$$c_V\partial_xc_A-c_A\partial_xc_V=c_V^2\,\partial_x\frac{c_A}{c_V}=\frac{yX_m-Xy_m}{(1+y)^3}.$$

For B, replace $X$ by $1-X$. Define $\Delta=d_A-d_B$ and the vacancy diffusivity $\bar d(X)=d_AX+d_B(1-X)$. Summing the two species gives

$$J_V=\frac{\Delta\,yX_m-\bar d\,y_m}{(1+y)^3}.$$

In $J_A+XJ_V$, the coefficient of $yX_m$ is $-d_A+X\Delta=-\hat d$, where $\hat d(X)=d_A(1-X)+d_BX$. That of $y_m$ is $X(d_A-\bar d)=X(1-X)\Delta$. Hence

$$J_A+XJ_V=\frac{-\hat d\,yX_m+X(1-X)\Delta\,y_m}{(1+y)^3}.$$

## Specimen length and markers

No flux crosses the ends. Integrating the vacancy equation over the specimen therefore gives, for $I=\int(y-y_e)\,dm$,

$$\frac{dI}{dt}=-\frac{I}{(1+y_e)\tau}.$$

Because $I=0$ initially, it stays zero, and the length $\int(1+y)\,dm$ is constant. This relies on uniform $\tau$ and $c_e$. Local vacancy excesses are still allowed.

An inert marker moves with the lattice, $dx/dt=v$. Its atom coordinate changes at the rate $(1-c_V)v-N=J_V$. Its position is recovered from $x=\int_0^m(1+y)\,dm'$.

## What the equilibrium choice assumes

For $\tau\to0$ and a smooth profile, $y\to y_e$, while the ratio $(y-y_e)/\tau$ stays finite and supplies the required sites. Now $x=(1+y_e)m$, so $\partial_m=(1+y_e)\partial_x$. The two derivatives in the composition equation contribute $(1+y_e)^2$, and

$$\frac{y_e}{(1+y_e)^3}(1+y_e)^2=\frac{y_e}{1+y_e}=c_e .$$

With $D_i=c_ed_i$, this is Darken's result:

$$X_t=\partial_x(\tilde DX_x),\qquad \tilde D=D_A(1-X)+D_BX .$$

The marker velocity is $v=(1+y_e)J_V$. Inserting $y=y_e$ and $X_m=(1+y_e)X_x$ gives

$$v=(D_A-D_B)X_x .$$

Within this model, neither formula needs $c_e$ to be small.

The leading departure is found by writing $y=y_e(1+s)$. After an initial interval of a few $\tau$, vacancy production balances the divergence of the Darken vacancy flux:

$$\frac{y_es}{(1+y_e)\tau}\simeq-\partial_m\left[\frac{\Delta y_eX_m}{(1+y_e)^2}\right],$$

$$s\simeq-\frac{\tau\Delta}{1+y_e}X_{mm}.$$

If A is the faster species and lies on the left, $X_{mm}<0$ on the A-rich side of the inflection. There $s>0$: vacancies accumulate on the side that loses the faster atoms, which is where voids would be favoured.

The composition flux contains $s$ and $s_m$ linearly at leading order, so the error in $X$ is first order in $\tau$. The starting interval adds a flux error of order $\tau$ for a time of order $\tau$, hence a second-order contribution. The neglected term $\partial_m(\bar ds_m)$, compared with $s/\tau$, has relative size

$$\Lambda=\frac{\bar d\tau}{w^2}=\left(\frac{\ell}{w}\right)^2,\qquad \ell=\sqrt{\bar d\tau},$$

where $w$ is the profile width. The equilibrium choice thus requires the vacancy diffusion length $\ell$ to be short compared with $w$.

This is stricter than asking for $\tau$ to be short compared with the anneal. With $\bar D=c_e\bar d$ and the composition time $t_D=w^2/\bar D$,

$$\Lambda=\frac{\tau}{c_et_D}.$$

The small factor $c_e$ belongs in the comparison. One exception is $d_A=d_B$: then $\Delta=0$, the initial state $y=y_e$ produces no vacancy flux, and the composition follows Darken's equation for any $\tau$.

## The opposite limit: weak sinks

Suppose vacancies cross the whole specimen, of thickness $M$ in $m$, much faster than they are absorbed and much faster than the composition changes. The slowest diffusion mode has wavenumber $\pi/M$, so the first condition is $(M/\pi)^2/\bar d\ll\tau$. At leading order $J_V=0$, which gives

$$\frac{y_m}{y}=\frac{\Delta X_m}{\bar d}=\partial_m\ln\bar d,\qquad y=C\bar d(X).$$

The conserved integral of $y$ fixes $C$. As $\bar d$ is linear in $X$, its mean is $\bar d(\bar X)$, with $\bar X$ the mean composition, and $C=y_e/\bar d(\bar X)$.

Substituting $y_m=y\Delta X_m/\bar d$ into the composition flux, for $y\ll1$, gives

$$J_A+XJ_V\simeq-\frac{y}{\bar d}\left[\hat d\bar d-X(1-X)\Delta^2\right]X_m .$$

The product expands to

$$\hat d\bar d=X(1-X)(d_A^2+d_B^2)+[X^2+(1-X)^2]d_Ad_B .$$

Subtracting $X(1-X)(d_A^2-2d_Ad_B+d_B^2)$ removes the squares and leaves $d_Ad_B[X+(1-X)]^2=d_Ad_B$. Since $y/\bar d=C$,

$$X_t=D_wX_{mm},\qquad D_w=\frac{y_ed_Ad_B}{\bar d(\bar X)} .$$

Interdiffusion has become linear. The vacancy gradient holds back the faster species and assists the slower one until the net vacancy flux nearly vanishes, and the marker nearly stops.

## Integrating the explicit choice

Divide $m$ into cells of width $h$ and store $X$ and $z=y/y_e$ in each. Face values are averages of the two neighbours, face gradients are differences divided by $h$, and each face flux is subtracted from one cell and added to the next. This conserves A.

An explicit method must follow the fastest vacancy mode even after that mode has decayed. The largest eigenvalue of the discrete second derivative is close to $4/h^2$ in magnitude, so the fastest rate is about $4\bar d_{\max}/h^2+1/\tau$. Forward Euler is stable for steps up to 2 divided by this rate.

An implicit method removes that restriction. Let $U$ collect the unknowns and $R(U)$ their rates. Two stages are solved per step:

$$U_1=U_n+\gamma\Delta t\,R(U_1),$$
$$U_2=U_n+(1-\gamma)\Delta t\,R(U_1)+\gamma\Delta t\,R(U_2),$$

and $U_{n+1}=U_2$. The weights $1-\gamma$ and $\gamma$ add to 1. The stage times are $\gamma\Delta t$ and $\Delta t$, so second order requires

$$(1-\gamma)\gamma+\gamma=\tfrac12,\qquad \gamma=1-\frac1{\sqrt2}.$$

The other root exceeds 1 and would put the first stage beyond the step. For a decaying mode $R=\lambda U$, with $\zeta=\lambda\Delta t$, solving the stages in turn gives

$$\frac{U_{n+1}}{U_n}=\frac{1+(1-2\gamma)\zeta}{(1-\gamma\zeta)^2},$$

which tends to zero as $\zeta\to-\infty$. Unresolved vacancy transients are therefore damped. The new state is itself the last implicit stage, so $z$ settles on its quasi-steady value when $\Delta t\gg\tau$.

Each stage has the form $U=B+\gamma\Delta t\,R(U)$ with known $B$. Newton's correction $\delta U$ satisfies

$$(1-\gamma\Delta t\,R')\,\delta U=-[U-B-\gamma\Delta t\,R(U)],$$

where $R'$ is the Jacobian matrix. In the order $X_1,z_1,X_2,z_2,\ldots$ it has three diagonals on either side of the main one. Its columns follow from $\mathrm{Im}\,R(U+i\epsilon e)/\epsilon$ with tiny $\epsilon$, where $e$ selects an unknown; no nearly equal numbers are subtracted. Cells three apart affect no common equation, so six such evaluations suffice.

The times $t_k=T(k/n)^3$, for an anneal of length $T$ in $n$ steps, place short steps at the start, where the composition changes fastest.

## A worked choice

Take round model parameters: $M=20$ µm and

$$X(m,0)=0.5-0.4\tanh\frac{m-10\ \mu\mathrm m}{w},\qquad w=2\ \mu\mathrm m.$$

Let $D_A=0.004$ and $D_B=0.001$ µm²/s, $c_e=10^{-5}$ and $T=1000$ s. Then $d_A=400$ and $d_B=100$ µm²/s, and at $X=0.5$, $\bar d=250$ µm²/s. The characteristic times are

$$\frac{w^2}{\bar d}=\frac4{250}=0.016\ \mathrm s,\qquad t_D=\frac4{0.0025}=1600\ \mathrm s .$$

Their ratio is $c_e$. Equilibrium vacancies therefore require $\tau\ll0.016$ s, although the anneal lasts 1000 s.

In the table, "error" is the largest absolute difference in $X$ from the Darken solution at the end, and $S$ is the largest final value of $z-1$. The marker column gives the final displacement of a marker that starts at the middle, $m=10$ µm.

| $\tau$ (s) | $\ell$ (µm) | error | marker (µm) | $S$ (%) |
|---|---|---|---|---|
| 10 | 50 | 0.039 | −0.004 | 47 |
| 1 | 15.8 | 0.037 | −0.034 | 40 |
| 0.1 | 5.0 | 0.026 | −0.159 | 20 |
| 0.01 | 1.58 | 0.011 | −0.324 | 5.5 |
| 0.001 | 0.50 | 0.0020 | −0.411 | 0.91 |
| 0.0001 | 0.16 | 0.00022 | −0.428 | 0.10 |

The Darken marker shift is −0.430 µm, towards the A-rich side. Halving $\tau$ from 0.0002 to 0.0001 s gives an observed order of 0.98 for the error in $X$, in agreement with the first-order law. At $\tau=10^{-5}$ s, the formula for $s$ differs from the computed field by at most 0.17% of its largest predicted value.

The marker is the more demanding quantity. At $\tau=0.01$ s, the composition error is about 1% of the initial step of 0.8 and about 10% of the largest change in $X$ during the anneal (0.11), while the marker shift is 25% too small. The first-order theory, which holds for $\Lambda\ll1$ and is only a qualitative guide at this $\tau$ (where $\Lambda=0.625$), shows part of the reason. At the inflection $s=0$ and $s_m\simeq-\tau\Delta X_{mmm}$, so for small $y_e$ the relative changes of the two fluxes are

$$\frac{\delta J_V}{J_V}\simeq\bar d\tau\frac{X_{mmm}}{X_m},$$
$$\frac{\delta(J_A+XJ_V)}{J_A+XJ_V}\simeq\frac{X(1-X)\Delta^2}{\hat d}\,\tau\frac{X_{mmm}}{X_m}.$$

The second divided by the first is $X(1-X)\Delta^2/(\hat d\bar d)=0.25\times300^2/250^2=0.36$ at $X=0.5$. For this profile $X_{mmm}/X_m<0$ there, so both fluxes are reduced. The value 0.36 refers to the initial profile. Both fluxes are integrated over the anneal while the profile changes; at $\tau=0.01$ s the amount of A carried across the middle is about 7% too small, against 25% for the marker shift.

The case $\tau=10$ s shows why comparison with the anneal alone misleads. This sink time is one hundredth of the anneal, yet $\Lambda=250\times10/4=625$. Vacancies cross the specimen in about $(20/\pi)^2/250=0.16$ s, far less than $\tau$, so the weak-sink law applies:

$$D_w\simeq\frac{10^{-5}\times400\times100}{250}=0.0016\ \mu\mathrm m^2/\mathrm s,$$

against the Darken value of 0.0025 µm²/s at $X=0.5$. The computed composition lies within 0.0004 of the linear solution, but 0.039 from Darken's. At the ends, the predicted vacancy ratios are $370/250=1.48$ and $130/250=0.52$; the computed ones are 1.47 and 0.53. The small differences have the size expected from the neglected ratio $0.16/10$.

The profiles also differ in shape. At $m=10$ µm, the Darken solution has fallen from 0.500 to 0.473, while the weak-sink run remains at 0.500. Initially $X_{xx}=0$ there, and Darken's equation gives $X_t=(D_B-D_A)X_x^2<0$. A constant diffusivity has no such term and preserves the symmetry about the middle.

## Guidance for the setting

**Equilibrium vacancies.** Use this choice when $\Lambda\ll1$, with the largest $\bar d$ and the smallest relevant $w$. In the example, with $\Lambda$ evaluated from the mid-composition value $\bar d=250$ µm²/s and the initial $w$, $\Lambda=0.00625$ gives a marker error of 0.5%, and $\Lambda=0.0625$ gives 4%. These figures are specific to this profile and diffusivity ratio. An initially sharp interface violates the condition at first. If $d_A$ and $d_B$ are comparable, the profile reaches the width $\ell$ when $\bar Dt\sim\bar d\tau$, or $t\sim\tau/c_e$; the anneal must be long on that scale. The marker converges slowly after a sharp start: the lag acquired early is largely kept while the shift grows as $\sqrt t$, so its relative error falls only about as $\sqrt{\tau/(c_et)}$. For the present compositions, $d_A/d_B=4$ and an initial width of $0.1\ell$, it is about 21%, 7% and 2% at $t=10$, 100 and $1000\,\tau/c_e$, while the error in $X$ is 0.006, 0.0009 and 0.0001. If $d_A$ and $d_B$ differ greatly, the vacancy gradient slows the early spreading, as in the weak-sink limit, and the composition needs a longer anneal to reach the same accuracy.

**Explicit vacancies.** Use this choice when $\Lambda$ is not small, or when the supersaturation itself is wanted. Between the two limits, neither closed formula is adequate. For dislocation sinks $\ell$ is of the order of their spacing, so when $\Lambda$ is not small a uniform $\tau$ is only an average over discrete sinks. When $\ell$ approaches the grain or specimen size, grain boundaries and free surfaces absorb vacancies as well; the closed ends used here exclude this, and the weak-sink law holds only for ends that absorb no vacancies. If $c_e$ is uncertain but the $D_i$ are known, vary $\tau/c_e$. For small $y$, multiplying the $z$ equation by $c_e$ gives

$$c_ez_t\simeq-\partial_m[(D_A-D_B)zX_m-\bar Dz_m]-\frac{c_e}{\tau}(z-1).$$

After the fast transient, the left side is negligible and $c_e$ enters through $c_e/\tau$. Raising both $c_e$ and $\tau$ tenfold, from $10^{-5}$ and 0.01 s, changed the final $X$ by at most $1.2\times10^{-5}$.

**Time steps.** At $\tau=10^{-4}$ s, the estimated fastest rate is $4\times370/0.125^2+10^4\simeq1.05\times10^5$ s⁻¹. Forward Euler would need steps below about $1.9\times10^{-5}$ s, or some 52 million in all; the implicit run used 200. Relative to that run, 50 steps changed $X$ by at most $5\times10^{-6}$, and the temporal order observed from 25 and 50 steps was 2.08; an exactly second-order method gives 2.07 when measured against a 200-step reference.

**Mesh.** Choose $h$ small compared with $w$, and repeat the calculation with a smaller $h$. A separate laboratory-frame solution with $c_e=0.05$ and $\tau=80$ s agreed with the atom-coordinate solution within $10^{-6}$ in $X$. That supports the change of coordinate at a large vacancy fraction, but both solutions used 160 cells, so it does not measure their common mesh error.

**Voids.** Read $S$ as a measure of the driving force at the end of the anneal, not as a void fraction. When $\Lambda\ll1$, $s$ is proportional to $X_{mm}$, so the supersaturation is larger early on, while the profile is narrow. At $\tau=10^{-4}$ s, the formula for $s$ with the initial profile gives a maximum of about 0.23%, against the final 0.10%. To judge whether voids may form, record the maximum over the whole anneal. Once voids form, they retain vacancy volume and act as local sinks, whereas the present $g$ removes the lattice sites. A void calculation needs additional equations for nucleation, surface energy and growth. Non-ideal mixing, correlated jumps, and a $\tau$ or $c_e$ that varies with position or composition also require changes to the equations; the numerical output applies to the model without them.

## Table of computed values

```
thickness 20.0 um, profile width w 2.0 um
cells 160, cell size 0.125 um, anneal 1000 s
initial X at ends: 0.9000, 0.1000
D_A 0.0040 um^2/s, D_B 0.0010 um^2/s, c_eq 1.0e-05
d_A 400.0 um^2/s, d_B 100.0 um^2/s
mean vacancy diffusivity 250.0 um^2/s
vacancy time over w: 0.0160 s
vacancy time over specimen: 0.1621 s
Darken D at X=0.5: 0.00250 um^2/s
weak-sink D: 0.00160 um^2/s
Darken marker shift -0.42971 um
sweep: L = vacancy length, dev = max |X-X_Darken|,
  S = largest final vacancy supersaturation
tau 1e+01 s: L 50.0000 um, dev 3.93e-02, shift -0.00391 um, S 47.0634 %
tau 1e+00 s: L 15.8114 um, dev 3.69e-02, shift -0.03394 um, S 40.4271 %
tau 1e-01 s: L 5.0000 um, dev 2.64e-02, shift -0.15871 um, S 19.6110 %
tau 1e-02 s: L 1.5811 um, dev 1.07e-02, shift -0.32416 um, S 5.5387 %
tau 1e-03 s: L 0.5000 um, dev 1.96e-03, shift -0.41113 um, S 0.9051 %
tau 2e-04 s: L 0.2236 um, dev 4.36e-04, shift -0.42569 um, S 0.1993 %
tau 1e-04 s: L 0.1581 um, dev 2.21e-04, shift -0.42768 um, S 0.1011 %
tau 1e-05 s: L 0.0500 um, dev 2.22e-05, shift -0.42950 um, S 0.0103 %
order of deviation in tau: 0.981
supersaturation formula, relative error: 1.65e-03
weak-sink law at tau=10 s: X error 3.88e-04, z error 1.11e-02
z at ends, tau=10 s: 1.4706, 0.5316
m 8 um: X start 0.8045, Darken 0.6975, tau 1e-4 s 0.6977, tau 10 s 0.7314
m 10 um: X start 0.5000, Darken 0.4728, tau 1e-4 s 0.4728, tau 10 s 0.4996
m 12 um: X start 0.1955, Darken 0.2854, tau 1e-4 s 0.2853, tau 10 s 0.2683
c_eq scaling (1e-4, 0.1 s) vs (1e-5, 0.01 s): X gap 1.20e-05
frame check: c_eq 0.05, tau 80 s
  X gap 6.30e-07, z gap 5.00e-07, marker 3.34e-06 um
time error in X: 25 steps 2.08e-05, 50 steps 4.92e-06
observed temporal order 2.084
fastest rate, tau=1e-4 s: 1.0454e+05 1/s
explicit Euler step limit 1.913e-05 s
explicit steps needed 5.227e+07; implicit 200
implicit first step 1.250e-04 s, last 14.925 s
```
